\section*{Spin echo decay from dilute, randomly flipping neighbours, part 1}

(Sections cited here and not found follow in the second part.)

\section{Random neighbours and the slow-flip law}

\subsection{One neighbour that flips once}

A probe spin has a single neighbour. The neighbour shifts the probe's precession frequency by $+A$ or $-A$, according to its orientation. A Hahn echo sequence is applied to the probe: a $\pi/2$ pulse at time $0$, a $\pi$ pulse at time $\tau$, and detection at $2\tau$. The $\pi$ pulse reverses the sign of the phase collected so far. If the neighbour stays put, the phase $A\tau$ of the first interval is cancelled by the phase $A\tau$ of the second, and the echo is complete.

Now let the neighbour start with shift $+A$ and flip once, at time $t_1$. Write $AX$ for the phase of the first interval minus that of the second. If $t_1<\tau$, the first interval contributes $t_1-(\tau-t_1)=2t_1-\tau$ to $X$. Throughout the second interval the shift is $-A$, which contributes $-(-\tau)=+\tau$. Hence $X=2t_1$. If $t_1>\tau$, the first interval contributes $\tau$, and the second contributes $-[(t_1-\tau)-(2\tau-t_1)]=3\tau-2t_1$, so that $X=2(2\tau-t_1)$. Both cases are contained in
\begin{equation}
|X|=2\min(t_1,\,2\tau-t_1).
\label{eq:oneflip}
\end{equation}
A flip near the $\pi$ pulse does the greatest damage, because the shift then has opposite signs in the two intervals and the two phases add. A flip near the beginning or the end does almost none.

If flips are rare and occur with probability $W\,dt_1$ in each interval $dt_1$, the mean of $|X|$ is
\begin{equation}
W\int_0^{2\tau}2\min(t_1,2\tau-t_1)\,dt_1
=2W\int_0^{\tau}2t_1\,dt_1=2W\tau^2 ,
\label{eq:rare}
\end{equation}
where the first step uses the symmetry of the integrand about $\tau$. For many dilute dipolar neighbours the logarithm of the echo turns out to be proportional to this mean of $|X|$. That is the origin of a decay of the form $\exp(-m\tau^2)$.

\subsection{The model and the theorem}

The assumptions are as follows.

\begin{enumerate}
\item The probe and its neighbours have spin $1/2$ and the same isotropic $g$ factor in the dipolar coupling. The neighbours are placed independently and uniformly in space with number density $n$.
\item The neighbours are off resonance with the probe. The pulses are ideal for the probe and leave the neighbours untouched. Of the dipolar coupling, only the part containing the two spin components along the field is kept.
\item Each neighbour reverses independently of the others at the rate $W$, a probability per unit time. The temperature is high, so the rates up and down are equal and both orientations are equally likely.
\item No other process dephases the probe.
\end{enumerate}

Let $\sigma(t')=\pm1$ be the orientation of a neighbour. Its mean, given the starting value, obeys $d\langle\sigma\rangle/dt'=-2W\langle\sigma\rangle$, because each flip changes $\sigma$ by $-2\sigma$. The correlation function is therefore $\langle\sigma(t')\sigma(t'')\rangle=e^{-2W|t'-t''|}$, and the longitudinal relaxation time of a neighbour is $1/(2W)$. Throughout, $t=2\tau$ is the total echo time, and $V$ is the echo amplitude divided by its value at $\tau=0$. The functions $I_0$ and $I_1$ are modified Bessel functions. Frequencies and widths are angular, in rad/s.

\paragraph{Theorem.} Define
\begin{equation}
D=\frac{\mu_0g^2\mu_B^2}{4\pi\hbar},\qquad
\Delta=\frac{4\pi^2}{9\sqrt3}\,nD .
\label{eq:Delta}
\end{equation}
Under the assumptions above,
\begin{equation}
V(2\tau)=e^{-\Delta M(t)},\qquad
M(t)=\int_0^t I_0(Ws)\left(e^{-Ws}-e^{-Wt}\right)ds .
\label{eq:main}
\end{equation}
This has the following consequences.

(a) For $W\tau\ll1$ the leading form is the Klauder--Anderson law
\begin{equation}
V=e^{-m\tau^2},\qquad m=2\Delta W .
\label{eq:KA}
\end{equation}

(b) For $W\tau\gg1$ the leading form is $V=\exp[-2\Delta\sqrt{\tau/(\pi W)}\,]$.

(c) Let the memory time $T_M$ be the total time $2\tau$ at which $V=1/e$. As a function of $W$ at fixed $\Delta$ it has one minimum, at $W\simeq0.85\,\Delta$, where $T_M\simeq2.94/\Delta$. This is the Hu--Hartmann crossover.

Statement (c) makes precise the rule that the memory time is shortest when the flip rate matches the dipolar width. The match holds up to a factor of order one, and the factor depends on the definitions of rate and width. Here $W$ is the rate of single reversals and $\Delta$ is a half width at half maximum. In terms of the correlation rate $2W$, the minimum lies at $2W\simeq1.70\,\Delta$.

\subsection{The phase of the echo}

\paragraph{Lemma 1.} Neighbour $k$, at distance $r_k$ and at angle $\theta_k$ to the field, shifts the probe frequency by $A_k\sigma_k$, and
\begin{equation}
A_k=\frac D2\,\frac{1-3\cos^2\theta_k}{r_k^3},\qquad
V=\Big\langle\cos\sum_kA_kX_k\Big\rangle,\qquad
X_k=\int_0^\tau\sigma_k\,dt'-\int_\tau^{2\tau}\sigma_k\,dt' .
\label{eq:phase}
\end{equation}

\textit{Proof.} Two magnetic moments $\boldsymbol\mu_1,\boldsymbol\mu_2$ separated by $r\hat{\mathbf r}$ have the energy $\mu_0[\boldsymbol\mu_1\!\cdot\!\boldsymbol\mu_2-3(\boldsymbol\mu_1\!\cdot\!\hat{\mathbf r})(\boldsymbol\mu_2\!\cdot\!\hat{\mathbf r})]/(4\pi r^3)$. With $\boldsymbol\mu=-g\mu_B\mathbf S$, where $\mathbf S$ is dimensionless, the two minus signs cancel. The part containing both components along the field, divided by $\hbar$, is $D(1-3\cos^2\theta)S_{1z}S_{2z}/r^3$. The coefficient of $S_{1z}$ is the shift of the probe frequency. For $S_{2z}=\sigma/2$ it equals $A\sigma$, with the $A$ given above.

Let $\phi_1$ and $\phi_2$ be the phases collected in the first and second intervals. The $\pi$ pulse turns $\phi_1$ into $-\phi_1$, apart from a constant set by the pulse axis. The final phase is $\phi_2-\phi_1=-\sum_kA_kX_k$, and $V$ is the mean of its complex exponential. Reversing all the $\sigma_k$ leaves their probabilities unchanged and changes the sign of the phase. The sine therefore averages to zero and the cosine remains. $\square$

The terms left out would exchange the orientations of probe and neighbour, or change the total spin component along the field. They are suppressed when the difference of the two resonance frequencies, and the frequencies themselves, are large compared with the couplings and with $W$. For very close neighbours this fails. If the frequency difference is $\delta$, the critical volume is of order $D/\delta$, and the chance of finding a neighbour in it is of order $nD/\delta$. Assumption 2 thus requires $\Delta\ll\delta$ as well as $W\ll\delta$.

\subsection{The average over positions}

\paragraph{Lemma 2.} The echo amplitude is
\begin{equation}
V=e^{-\Delta\langle|X|\rangle},
\label{eq:absX}
\end{equation}
where the mean is over the flip histories of one neighbour.

\textit{Proof.} Put $N$ neighbours in a large volume $\Omega$, with $n=N/\Omega$. They are independent, and $\langle\sin A_kX_k\rangle=0$ for each, so the mean of the cosine of the sum is the product of the single means. All the factors are equal:
\begin{equation}
V=\left[1-\frac1\Omega\int_\Omega\langle1-\cos AX\rangle\,d^3r\right]^N
\longrightarrow
\exp\left[-n\int\langle1-\cos AX\rangle\,d^3r\right]
\quad(\Omega\to\infty).
\label{eq:product}
\end{equation}
The integral converges. At large $r$ the integrand falls as $A^2X^2/2\propto r^{-6}$, and at small $r$ it is at most $2$.

To evaluate it, set $u=1/r^3$. Then $du=-3r^{-4}dr$, which gives $r^2dr=-r^6du/3=-du/(3u^2)$. With $x=\cos\theta$ and $c=\tfrac12DX(1-3x^2)$ the phase is $AX=cu$. For any real $c$,
\begin{equation}
\int_0^\infty\frac{1-\cos cu}{u^2}\,du
=\left[-\frac{1-\cos cu}{u}\right]_0^\infty
+c\int_0^\infty\frac{\sin cu}{u}\,du=\frac{\pi|c|}2 .
\label{eq:dirichlet}
\end{equation}
The bracket vanishes at both ends, and the last integral is $\pi/2$ times the sign of $c$. The integrand is nowhere negative, so the order of the integrations and the average may be chosen freely. The azimuth gives $2\pi$, and therefore
\begin{equation}
\int\langle1-\cos AX\rangle\,d^3r
=2\pi\cdot\frac13\cdot\frac\pi2\cdot\frac D2\,\langle|X|\rangle
\int_{-1}^1|1-3x^2|\,dx .
\label{eq:volume}
\end{equation}
The function $1-3x^2$ changes sign at $x=1/\sqrt3$. From $0$ to this point its integral is $1/\sqrt3-1/(3\sqrt3)=2/(3\sqrt3)$. From there to $1$ it is $[x-x^3]_{1/\sqrt3}^1=-2/(3\sqrt3)$. The integral of the absolute value from $-1$ to $1$ is thus $2\cdot4/(3\sqrt3)=8/(3\sqrt3)$. The right side of \eqref{eq:volume} becomes
\begin{equation}
\frac{\pi^2D}{6}\cdot\frac8{3\sqrt3}\langle|X|\rangle
=\frac{4\pi^2D}{9\sqrt3}\langle|X|\rangle ,
\end{equation}
and multiplication by $n$ gives $\Delta\langle|X|\rangle$. $\square$

\paragraph{The meaning of $\Delta$.} Without a $\pi$ pulse and without flips, $X$ is replaced by $\pm t$, and the same average gives a free decay $e^{-\Delta t}$. The corresponding line shape is
\begin{equation}
\frac1\pi\int_0^\infty e^{-\Delta t}\cos\omega t\,dt=\frac1\pi\,\frac{\Delta}{\Delta^2+\omega^2},
\end{equation}
a Lorentzian with half width $\Delta$ at half maximum.

\paragraph{Why the first power of $|X|$ appears.} For one neighbour at a fixed distance and a small phase, $1-\langle\cos AX\rangle\simeq A^2\langle X^2\rangle/2$. By \eqref{eq:oneflip} with rare flips, $\langle X^2\rangle=2W\int_0^\tau4t_1^2dt_1=8W\tau^3/3$, which is a cubic law. The random positions change the power. Neighbours with $|AX|$ above about one fill a volume proportional to $D|X|$, because $A$ falls as $1/r^3$. The exponent counts, in effect, the neighbours in this volume. Inside the volume $1-\cos AX$ is of order one and no longer grows with $|X|$. For rare flips the exponent is therefore the probability of a flip, proportional to $W\tau$, times a volume proportional to $D\tau$, which gives $\tau^2$.

\paragraph{The condition of diluteness.} If no neighbour can come closer than $a$, the integral in \eqref{eq:product} loses a sphere in which the integrand is at most $2$. The exponent then changes by at most $2n\cdot4\pi a^3/3=8\pi na^3/3$. This is small compared with one when $na^3\ll1$, which is therefore a sufficient condition. It is not a necessary one: when flips are rare, most neighbours in the sphere would have $X=0$ and contribute nothing. A neighbour flips at all with probability at most $Wt$, so the change is at most $8\pi na^3Wt/3$, and $na^3Wt\ll1$ is enough. On a lattice, $a$ is of the order of the site spacing, and the sum over sites approaches the integral as the occupation falls, at a pace that depends on the field direction. For a simple cubic lattice with the field along $[111]$ and $W=0.85\,\Delta$, the exponent at the predicted $T_M$ is low by about $2.5\%$ at an occupation of $0.3\%$ and by about $14\%$ at $3\%$.

\subsection{Rare flips: the Klauder--Anderson law}

\paragraph{Lemma 3.} For all $t$,
\begin{equation}
\left|\langle|X|\rangle-\tfrac12Wt^2\right|\le\tfrac12W^2t^3 .
\label{eq:bound}
\end{equation}

\textit{Proof.} With no flip, $X=0$. The probability density for a single flip, at $t_1$, is $We^{-Wt}$, so by \eqref{eq:rare} these histories contribute $e^{-Wt}\cdot2W\tau^2=e^{-Wt}Wt^2/2$. Because $1-Wt\le e^{-Wt}\le1$, this falls short of $Wt^2/2$ by at most $W^2t^3/2$. The number of flips has a Poisson distribution with mean $Wt$. The probability of two or more is at most the mean number of pairs of flips, $(Wt)^2/2$, and $|X|\le t$. Such histories add between $0$ and $W^2t^3/2$. One error is negative and the other positive, so the total obeys the bound. $\square$

Relative to $Wt^2/2=2W\tau^2$, the error is at most $Wt=2W\tau$. Inserting the leading term into \eqref{eq:absX} gives \eqref{eq:KA}, which proves part (a). The law describes the beginning of the decay for every $W$. It describes the whole visible decay when $Wt$ is still small at $t=T_M$. Setting $\Delta WT_M^2/2=1$ gives $WT_M=\sqrt{2W/\Delta}$, so the condition is $\sqrt{2W/\Delta}\ll1$. Because of the square root it is met slowly: the true $T_M$ exceeds $\sqrt{2/(\Delta W)}$ by $18\%$ at $W=0.1\,\Delta$ and still by $5\%$ at $W=0.01\,\Delta$.

\paragraph{Numerical example.} Take $g=2$ and $n=10^{23}\,\mathrm{m^{-3}}$, which is $10^{-4}\,\mathrm{nm^{-3}}$. The dipolar constant is $D=3.262\times10^8\ \mathrm{rad\,s^{-1}\,nm^3}$, and
\begin{equation}
\Delta=\frac{5.0651}{2}\times10^{-4}\times3.262\times10^8\ \mathrm{rad/s}
=8.26\times10^4\ \mathrm{rad/s},
\end{equation}
or $\Delta/2\pi=13.1$ kHz. The number $5.0651$ is $8\pi^2/(9\sqrt3)$; direct quadrature of the volume integral gives the same value. The neighbours are coupled to one another with a strength of order $\Delta$ as well, so in a real sample a rate $W\ll\Delta$ of independent flips presumes that their mutual exchange is blocked by a spread of their resonance frequencies much larger than $\Delta$. For slow flips, $W=100\ \mathrm{s^{-1}}$, the coefficient is $m=2\times8.262\times10^4\times100\ \mathrm{s^{-2}}=1.652\times10^7\ \mathrm{s^{-2}}$. At $\tau=200\ \mu$s this gives $m\tau^2=0.661$ and $V=0.516$. The full formula \eqref{eq:main} compares with the law as follows.

\begin{center}
\begin{tabular}{ccc}
$\tau$ ($\mu$s) & $V$, full & $e^{-m\tau^2}$\\ \hline
50 & 0.960 & 0.960\\
100 & 0.850 & 0.848\\
200 & 0.525 & 0.516\\
300 & 0.240 & 0.226\\
400 & 0.081 & 0.071
\end{tabular}
\end{center}

The law lies slightly below the full result at later times. The next term in the expansion of $M$, found in the second half, has a negative sign and accounts for this.

\section{All flip rates and the crossover}

\subsection{Symbols and results carried over}

The total echo time is $t=2\tau$, $W$ is the rate at which a neighbour reverses its orientation $\sigma=\pm1$, and $\Delta$ is the static dipolar half width in rad/s. The variable $X$ is the time integral of $\sigma$ over the first interval minus that over the second. The average over random positions gave $V=e^{-\Delta\langle|X|\rangle}$, and for $Wt\ll1$ the mean is $\langle|X|\rangle\simeq Wt^2/2$. The integral
\begin{equation}
|X|=\frac1\pi\int_{-\infty}^{\infty}\frac{1-\cos\lambda X}{\lambda^2}\,d\lambda
\label{eq:absrep}
\end{equation}
is \eqref{eq:dirichlet} extended to the whole line. It remains to show that $\langle|X|\rangle$ is the function $M(t)$ of the theorem for every $W$, and to find the minimum of $T_M$.

The average over random positions has given $V=e^{-\Delta\langle|X|\rangle}$, and for rare flips this yields the Klauder--Anderson law $V=e^{-m\tau^2}$ with $m=2\Delta W$. It remains to prove that $\langle|X|\rangle=M(t)$ for every flip rate, and to derive from it the fast-flip limit and the single minimum of the memory time.

Numbers in the example were calculated in double precision.
